# The Bloch–Grüneisen resistivity: two limits and a copper fit

## Problem

The phonon part of the resistivity of a simple metal is described by the Bloch–Grüneisen formula

$$
\rho(T)=A\left(\frac{T}{\theta}\right)^5 J_5\!\left(\frac{\theta}{T}\right),\qquad
J_5(y)=\int_0^y\frac{x^5\,dx}{(e^x-1)(1-e^{-x})}.
$$

Here $\theta$ is the Debye temperature that governs transport, $A$ is a constant with the unit of resistivity, and $y=\theta/T$.

(a) Show how the formula follows from electrons losing momentum to phonons.

(b) Find the limit of $J_5$ at low temperature, and how fast it is approached.

(c) Find the resistivity at high temperature, including the first correction to its leading behaviour.

(d) Determine $\theta$ for copper from these resistivities:

| $T$ (K) | 80 | 100 | 200 | 300 | 400 |
|---|---|---|---|---|---|
| $\rho$ (µΩ cm) | 0.22 | 0.35 | 1.0 | 1.7 | 2.4 |

The copper values are rough, recalled to two figures, and are not a precision data set. Each is given a half-width of half a unit in its last figure: 0.005 µΩ cm for the first two and 0.05 µΩ cm for the others. The residual resistivity due to defects is taken as zero at first.

## First estimate by scaling

At high temperature every phonon mode is excited. A mode of energy $\omega$ holds about $k_BT/\omega$ phonons, so the scattering, and with it $\rho$, grows as $T$.

At low temperature the excited phonons have wavevectors up to about $q\sim k_BT/(\hbar c)$, where $c$ is the speed of sound. Four factors then depend on temperature:

- the number of such modes, $\propto q^3\propto T^3$;
- the squared electron–phonon coupling, $\propto q\propto T$;
- the electron phase space for a given $q$, $\propto 1/q\propto T^{-1}$;
- the effectiveness of a small deflection in destroying current, $\propto q^2\propto T^2$.

Their product is $T^5$. The last factor appears because a deflection by a small angle $\alpha\sim q/k_F$ reduces the forward momentum by the fraction $1-\cos\alpha\approx\alpha^2/2$.

The formula also gives rough prefactors. For large $x$ the integrand is close to $x^5e^{-x}$, whose integral from zero to infinity is $5!=120$. For small $x$ it is close to $x^5/x^2=x^3$, which gives $J_5\approx y^4/4$. The two estimates meet when $y^4/4=120$, that is at $y=480^{1/4}\approx4.7$, or $T\approx0.21\,\theta$.

Between 80 and 100 K the copper values rise with the average power

$$
\frac{\ln(0.35/0.22)}{\ln(100/80)}\approx2.1 .
$$

This is well away from both limiting powers, 1 and 5, so these temperatures are taken to lie roughly in the crossover region. Setting $T=\theta/4.7\approx90$ K gives $\theta\approx 420$ K as a first estimate.

## Exact solution

### (a) Origin of the integral

For this part the units are such that $\hbar$, $k_B$, the electron mass and the elementary charge equal one. The model has a spherical Fermi surface with $\varepsilon_k=k^2/2$, and phonons in equilibrium with $\omega=cq$ up to the Debye wavevector $q_D$. Umklapp processes are left out, and phonon energies are far below the Fermi energy. The electron distribution is assumed to be a rigidly shifted Fermi sphere,

$$
f_{\mathbf k}=f(\varepsilon_k-\mathbf k\cdot\mathbf u),
$$

where $\mathbf u$ is a small drift velocity. This is a trial form, not the full solution of the Boltzmann equation, so "exact" here refers to the evaluation of the resulting formula.

Pair each absorption $\mathbf k\to\mathbf k+\mathbf q$ with its reverse emission. With $n$ phonons in the mode, the net rate is proportional to

$$
f_{\mathbf k}(1-f_{\mathbf k+\mathbf q})\,n-f_{\mathbf k+\mathbf q}(1-f_{\mathbf k})(n+1).
$$

A Fermi function obeys $f/(1-f)=e^{-(\text{argument}-\mu)/T}$, where $\mu$ is the chemical potential. Energy conservation gives $\varepsilon_{k+q}-\varepsilon_k=\omega$, and $(n+1)/n=e^{\omega/T}$. The ratio of the second term to the first is therefore

$$
e^{-(\omega-\mathbf q\cdot\mathbf u)/T}\,e^{\omega/T}=e^{\mathbf q\cdot\mathbf u/T}.
$$

To first order in $\mathbf u$ the net rate is $-f(1-f)\,n\,(\mathbf q\cdot\mathbf u)/T$, with the Fermi functions now taken at $\mathbf u=0$. Each net event adds momentum $\mathbf q$ to the electrons. The momentum lost along $\mathbf u$ thus carries the factor $(\mathbf q\cdot\mathbf u)^2/(uT)$, whose average over directions of $\mathbf q$ is $q^2u/(3T)$.

In a steady state the electric force balances this loss. If $n_e$ is the electron density and $F$ the momentum lost per unit volume and time, then $n_eE=F$. The current density is $n_eu$ in magnitude, so $\rho=E/(n_eu)=F/(n_e^2u)$. Since $F\propto u$, the drift velocity cancels.

The sum over electron states at fixed $q$ needs the phase space for an initial energy $\varepsilon$ and a final energy $\varepsilon+\omega$. Let $\nu$ be the cosine of the angle between $\mathbf k$ and $\mathbf q$. Then $\varepsilon_{k+q}-\varepsilon_k=kq\nu+q^2/2$, and

$$
\int d^3k\,\delta(\varepsilon_k-\varepsilon)\,\delta(\varepsilon_{k+q}-\varepsilon-\omega)
=2\pi k^2\cdot\frac1k\cdot\frac1{kq}=\frac{2\pi}{q}.
$$

The factor $1/k$ comes from $d\varepsilon_k/dk=k$, and $1/(kq)$ from the integral over $\nu$. The result requires that the value of $\nu$ selected by energy conservation lie between $-1$ and $1$. For small $\omega$ this means $q<2k_F$. With one conduction electron per atom, $q_D^3=6\pi^2N$ and $k_F^3=3\pi^2N$ for atomic density $N$, so $q_D=2^{1/3}k_F\approx1.26\,k_F$ and the condition holds.

The remaining energy integral uses the identity

$$
f(\varepsilon)[1-f(\varepsilon+\omega)]=\frac{f(\varepsilon)-f(\varepsilon+\omega)}{1-e^{-\omega/T}}.
$$

To verify it, write the numerator as $f(\varepsilon)[1-f(\varepsilon+\omega)]-f(\varepsilon+\omega)[1-f(\varepsilon)]$; the second product is $e^{-\omega/T}$ times the first. The difference of two Fermi functions displaced by $\omega$ has area $\omega$. Hence

$$
\int d\varepsilon\, f(\varepsilon)[1-f(\varepsilon+\omega)]=\frac{\omega}{1-e^{-\omega/T}}=\omega(n+1).
$$

The squared coupling is taken proportional to $q$: the electrons respond to strain, which is $q$ times the displacement, and the squared displacement per phonon is proportional to $1/\omega$, so the product is $q^2/\omega\propto q$. Collecting the phonon sum $q^2dq$, the momentum factor $q^2/T$, the coupling $q$ and the phase space $1/q$,

$$
\rho\propto\frac1T\int_0^{q_D}q^2\cdot q^2\cdot q\cdot\frac1q\;\omega\,n(n+1)\,dq
=\frac1T\int_0^{q_D}q^4\,\omega\,n(n+1)\,dq .
$$

Set $x=\omega/T=cq/T$. The product $q^4\omega\,dq$ is proportional to $T^6x^5dx$, and the prefactor $1/T$ leaves $T^5$. The upper limit is $cq_D/T=\theta/T$. Finally $n=1/(e^x-1)$ and $n+1=1/(1-e^{-x})$, which gives the integrand of $J_5$. The constant $A$ contains the coupling strength and is fitted below.

### (b) Low temperature

Multiplying numerator and denominator by $e^{-x}$, and using $z/(1-z)^2=\sum_{m\ge1}mz^m$ with $z=e^{-x}$,

$$
\frac1{(e^x-1)(1-e^{-x})}=\frac{e^{-x}}{(1-e^{-x})^2}=\sum_{m=1}^\infty m\,e^{-mx}.
$$

All terms are positive, so the series may be integrated term by term. With $\int_0^\infty x^5e^{-mx}dx=5!/m^6$,

$$
J_5(\infty)=\sum_{m=1}^\infty m\,\frac{120}{m^6}=120\sum_{m=1}^\infty\frac1{m^5}=120\,\zeta(5)\approx124.43 .
$$

At finite $y$ the part of the integral above $y$ is missing. Let $I_k=\int_y^\infty x^ke^{-mx}dx$. Integration by parts gives $I_k=y^ke^{-my}/m+(k/m)I_{k-1}$. Repeating this down to $k=0$ and multiplying $I_5$ by $m$ gives

$$
J_5(\infty)-J_5(y)=\sum_{m=1}^\infty e^{-my}\sum_{k=0}^5\frac{120}{k!}\,y^k m^{k-5}.
$$

For large $y$ the leading term is $y^5e^{-y}$. The correction is exponentially small because the phonons cut off at the Debye energy are hardly excited. The power $y^5$ delays the convergence: $J_5(10)=116.38$ is still 6.5 % below the limit, while $J_5(20)=124.42$ has nearly reached it.

The low-temperature law is thus

$$
\rho\simeq120\,\zeta(5)\,A\left(\frac T\theta\right)^5 .
$$

It exceeds the full function by 1 % at $T=0.077\,\theta$, and by less below that temperature.

### (c) High temperature

Now $x\le y$ is small throughout the integral. The denominator is

$$
(e^x-1)(1-e^{-x})=e^x+e^{-x}-2=x^2\left(1+\frac{x^2}{12}+\frac{x^4}{360}+\dots\right).
$$

To invert the bracket, use $1/(1+a)=1-a+a^2-\dots$. The coefficient of $x^4$ is $-\frac1{360}+\frac1{144}=\frac1{240}$. Therefore

$$
\frac{x^5}{(e^x-1)(1-e^{-x})}=x^3-\frac{x^5}{12}+\frac{x^7}{240}-\dots,
$$

and integration from 0 to $y$ gives

$$
J_5(y)=\frac{y^4}{4}-\frac{y^6}{72}+\frac{y^8}{1920}-\dots
$$

Multiply by $A/y^5$ and take out the factor $A/(4y)=AT/(4\theta)$:

$$
\rho=CT\left(1-\frac{\theta^2}{18T^2}+\frac{\theta^4}{480T^4}-\dots\right),\qquad C=\frac{A}{4\theta}.
$$

The factor 18 arises as $72/4$, and 480 as $1920/4$. The negative correction reflects the quantization of the vibrations: $n(n+1)=1/x^2-1/12+\dots$ lies below its classical value $1/x^2$.

The linear law alone is 1 % too high, relative to the full function, at $T=2.36\,\theta$. With the $\theta^2$ correction, the error is 1 % in the other direction at $T=0.68\,\theta$. One more term therefore extends the useful range well below $\theta$.

### Why a resistivity ratio determines the Debye temperature

Define the local power $s=d\ln\rho/d\ln T$. Since $\rho\propto y^{-5}J_5(y)$ and $d\ln y=-d\ln T$,

$$
s(y)=5-\frac{yJ_5'(y)}{J_5(y)} .
$$

Write the denominator of the integrand as $4\sinh^2(x/2)$ and substitute $x=yv$ in $J_5$. Then

$$
\frac{J_5}{yJ_5'}=\int_0^1v^5\left[\frac{\sinh(y/2)}{\sinh(yv/2)}\right]^2dv .
$$

The logarithmic derivative of the fraction in brackets with respect to $y$ is

$$
\frac12\coth\frac y2-\frac v2\coth\frac{yv}2 .
$$

This is $1/y$ times the difference of $z\coth z$ between $z=y/2$ and $z=yv/2$. The function $z\coth z$ grows for $z>0$, because its derivative is $(\tfrac12\sinh2z-z)/\sinh^2z>0$. The integral therefore grows with $y$, and so does $s$.

As $y\to0$ the fraction tends to $1/v$, the integral to $\int_0^1v^3dv=1/4$, and $s$ to 1. As $y\to\infty$, $J_5$ tends to a constant while $yJ_5'\to0$, so $s\to5$. For small $y$, $\ln\rho=\ln(CT)-y^2/18+\dots$ gives $s\approx1+y^2/9$.

The logarithm of $\rho(T_2)/\rho(T_1)$ is the integral of $s(\theta/T)$ over $\ln T$. For $T_2>T_1$ it increases with $\theta$. A ratio between $T_2/T_1$ and $(T_2/T_1)^5$ thus corresponds to one value of $\theta$.

### (d) Fit to the copper values

Write the model as $\rho_i=C\,g_i(\theta)$, with $g_i=4T_iJ_5(y_i)/y_i^4$ and $y_i=\theta/T_i$. With half-widths $w_i$ as weights, minimize

$$
\chi^2=\sum_i\left[\frac{\rho_i-C g_i(\theta)}{w_i}\right]^2 .
$$

At fixed $\theta$, setting $\partial\chi^2/\partial C=0$ gives

$$
C=\frac{\sum_i\rho_ig_i/w_i^2}{\sum_ig_i^2/w_i^2}.
$$

Only a search over $\theta$ remains. It yields

$$
\theta\approx330\ \text{K}\quad(k_B\theta\approx28\ \text{meV}),\qquad C\approx6.11\times10^{-3}\ \text{µΩ cm/K},
$$

and $A=4C\theta\approx4(6.11\times10^{-3})(330)\approx8.1$ µΩ cm. Two-figure inputs do not determine the third figure of $C$; it is kept, like the extra digits in the fit column, only to define one fitted curve for the comparisons below. The fitted curve compares with the input as follows.

| $T$ (K) | Input (µΩ cm) | Fit (µΩ cm) | (Input − fit)/half-width |
|---|---|---|---|
| 80 | 0.22 | 0.216 | +0.79 |
| 100 | 0.35 | 0.353 | −0.62 |
| 200 | 1.0 | 1.055 | −1.10 |
| 300 | 1.7 | 1.715 | −0.31 |
| 400 | 2.4 | 2.354 | +0.92 |

At 200 K the curve lies slightly outside the rounding window. No other choice of $C$ and $\theta$ removes the miss entirely. The 200 and 400 K windows need $\rho(400)/\rho(200)\ge2.35/1.05$, which requires $\theta$ above about 334 K. The 80 and 200 K windows need $\rho(80)/\rho(200)\ge0.215/1.05$, which requires $\theta$ below about 330 K. The best compromise still misses by a few per cent of a half-width. With recalled inputs and the residual resistivity set to zero, so small a conflict cannot separate an error in the inputs from a shortcoming of the model.

Shifting each input up or down by its half-width gives 32 combinations. Refitting them moves $\theta$ between 316 and 343 K. This spread measures the effect of rounding at those combinations; it does not include errors of the model.

The two hottest points by themselves say little about $\theta$. The values at 300 and 400 K alone give $\theta\approx470$ K, with a rounding range from about 160 to 650 K. The expansion explains this. To first order in the correction,

$$
\frac{\rho(400)}{\rho(300)}\approx\frac43\left[1+\frac{\theta^2}{18}\left(\frac1{300^2}-\frac1{400^2}\right)\right],
$$

with temperatures in kelvin. For $\theta=330$ K the second term in brackets is about 0.03. Rounding can change the measured ratio by a fraction of itself of about $0.05/1.7+0.05/2.4\approx0.05$, which is larger than the effect sought.

A neglected residual resistivity also biases the result. Subtracting a chosen 0.005 µΩ cm from every value raises the fitted $\theta$ by 5 K, to 335 K. The subtraction removes 2.3 % at 80 K but only 0.3 % at 300 K, so the remaining curve is steeper and calls for a larger $\theta$.

## Comparison of the estimate and the solution

Scaling gave the powers 5 and 1 correctly. Its low-temperature constant, 120, differs from $120\,\zeta(5)=124.4$ by 3.6 % of the latter, because it kept only the term $m=1$.

The estimate $\theta\approx420$ K was nearly 30 % above the fitted value. It placed the copper values near 90 K at the crossover $y\approx4.7$, whereas the fit gives $y\approx330/90\approx3.7$ there. The observed power of 2.1 already pointed this way. Near the crossover the power is higher: at $y=5$, with $J_5(5)=50.26$ and $J_5'(5)=5^5/(4\sinh^2 2.5)\approx21.3$, it is $s=5-5(21.3)/50.26\approx2.9$.

In the fitted model, the proportional law $\rho=CT$ is not yet accurate for copper at room temperature. At 300 K, $y=1.099$ and $y^2/18=0.067$. With the same fitted $C$ and $\theta$, so that the extra digits compare the approximations with one another and are not predictions for copper, the three levels of description give

- linear law: $6.11\times10^{-3}\times300\approx1.833$ µΩ cm;
- with the first correction: $1.833\,(1-0.067)\approx1.710$ µΩ cm;
- full function: 1.715 µΩ cm.

Relative to the full function, the linear law is 6.9 % too high and the corrected law 0.3 % too low. The next term, $y^4/480\approx0.003$, accounts for the remaining difference.

With the fitted $\theta$, the $T^5$ law reproduces the full function of the model to 1 % below about $0.077\times330\approx25$ K. At 10 K it gives $2.6\times10^{-5}$ µΩ cm, in agreement with the full function. This number extrapolates the model far below the coldest input. The residual resistivity of 0.005 µΩ cm considered above would be nearly 200 times larger and would hide it. Umklapp scattering, a non-spherical Fermi surface and phonons dragged along by the electrons can also change the low-temperature behaviour, and all three are absent here. Umklapp scattering also acts at the temperatures of the fit. For a free-electron sphere in an fcc lattice of constant $a$, $k_F\approx4.91/a$, $q_D\approx6.19/a$ and the shortest reciprocal vector is $G\approx10.88/a$, so Umklapp opens at $q=G-2k_F\approx0.17\,q_D$. This is a phonon energy of about 57 K on the scale of the fit, below the coldest input. Both fitted constants, $A$ and $\theta$, can carry its effect, and $A$ does not measure the normal processes alone. The derivation also keeps a single linear branch, the longitudinal one that the strain coupling selects. With $a\approx3.6$ Å the fitted $\theta$ corresponds to $c=k_B\theta/(\hbar q_D)\approx2.5$ km/s, well below the longitudinal sound speed of copper, roughly 4 to 5 km/s, so $\theta$ is not $\hbar cq_D/k_B$ for that speed. The fitted $\theta$ is therefore an effective parameter of this transport model, and need not equal the Debye temperature obtained from the heat capacity.

The numerical check compares the expansions with direct quadrature of $J_5$ and tests the fitting procedure on values generated with known parameters.

## Numbers as computed

```
J5(infinity) = 120 zeta(5): 124.4313
J5(1) by quadrature: 0.2366
J5(5) by quadrature: 50.2631
J5(10) by quadrature: 116.3807
J5(20) by quadrature: 124.4227
coefficient of y^2 from integral: -0.055555 (-1/18 = -0.055556)
coefficient of y^4 from integral: 0.002083 (1/480 = 0.002083)
T^5 law 1 % too high at T/theta = 0.0765
linear law 1 % too high at T/theta = 2.361
corrected law 1 % too low at T/theta = 0.684
fitted slope C: 6.110 x 10^-3 micro-ohm cm/K
fitted theta: 329.7 K
k_B theta: 28.4 meV
fitted A = 4 C theta: 8.06 micro-ohm cm
T (K), rough input, half-width, fit (micro-ohm cm), misfit/half-width
80  0.22  0.005  0.2160  +0.79
100  0.35  0.005  0.3531  -0.62
200  1.00  0.050  1.0548  -1.10
300  1.70  0.050  1.7153  -0.31
400  2.40  0.050  2.3539  +0.92
theta over 32 rounding corners: 316 to 343 K
theta from 300 and 400 K only: 468 K
its range from rounding: 163 to 654 K
theta after subtracting 0.005 micro-ohm cm: 334.6 K
theta/T at 300 K: 1.0990
y^2/18 at 300 K: 0.0671
300 K, linear law: 1.8329 micro-ohm cm
300 K, corrected law: 1.7099 micro-ohm cm
300 K, full function: 1.7153 micro-ohm cm
10 K, T^5 law: 2.573e-05 micro-ohm cm
10 K, full function: 2.573e-05 micro-ohm cm
```
